Why the Indirect Exciton Ground State in Germanium Splits

**Problem**

An electron in one L valley of germanium is bound to a hole at the top of the fourfold valence band. Let z be the valley axis [111]. Find the splitting of the exciton ground state and say which level is deeper.

Use Hartree atomic units, with meV for the energies. The following rounded values, chosen to represent germanium, are taken as exact inputs of the model: electron masses m_l = 1.6 along z and m_t = 0.082 across it, Luttinger parameters γ1 = 13.4, γ2 = 4.2, γ3 = 5.7, and dielectric constant ε = 15.4.

Measure the total momentum from that of the L–Γ pair and set it to zero. The electron then has momentum p and the hole −p. The hole energy is even in momentum, so

H = ½[(p² − p_z²)/m_t + p_z²/m_l] + H_L(p) − 1/(εr).

H_L is the hole kinetic energy, counted positive. With cubic axes 1, 2, 3 and spin-3/2 matrices J,

H_L = (γ1 + 5γ2/2)p²/2 − γ2 Σ_c p_c²J_c² − γ3 Σ_{c<e} p_c p_e {J_c,J_e},

where {X,Y} = XY + YX. Exchange, coupling between valleys, short-range corrections and the split-off band are left out. Whether zero total momentum is the minimum of the exciton dispersion is a separate question, not treated here.

**A tempting solution**

Separate each kinetic energy into an isotropic part and a part with zero angular average. For the electron, put d = 1/m_l − 1/m_t and T = 3p_z² − p². Since p_z² = (p² + T)/3,

½(p²/m_t + d p_z²) = ½p²(2/m_t + 1/m_l)/3 + (d/6)T.

The isotropic part of H_L is γ1p²/2. Therefore

H = H₀ + W, H₀ = Ap²/2 − 1/(εr), A = γ1 + (2/m_t + 1/m_l)/3,

where W contains only quadrupoles such as T. The ground state of H₀ is a spherical 1s function, for which ⟨p_i p_j⟩ = δ_ij⟨p²⟩/3. Hence ⟨T⟩ = 0, and every other quadrupole averages to zero too. The first-order energy matrix of W vanishes for all four hole spin states.

With A = 21.74, the length unit is εA = 335 bohr = 17.7 nm and the energy unit is 1/(ε²A) = 5.278 meV. The binding energy would be half that unit, 2.639 meV, with no splitting.

**Where it fails**

The average is right; the conclusion is not. A vanishing first-order matrix does not mean that W has no effect. W mixes d waves into the 1s function, and the energy gained depends on the hole spin. A spherical envelope was assumed where the envelope had to be found.

Symmetry shows when a splitting is possible. If d = 0, H is cubic and the four hole states form one irreducible quartet. If γ2 = γ3 = 0, H does not contain J. In either case the splitting vanishes. With d and γ3 both nonzero, the valley axis distinguishes J_z = ±3/2 from J_z = ±1/2, and no symmetry keeps them together. Time reversal still pairs opposite J_z. Including electron spin, the eight 1s states of a valley form two levels of four states each; they are doublets when electron spin is not counted.

**The spin structure of W**

Define five spin matrices and five quadrupoles:

M₁ = J₃² − 5/4, T₁ = 3p₃² − p²
M₂ = (J₁² − J₂²)/√3, T₂ = √3(p₁² − p₂²)
M₃ = {J₂,J₃}/√3, T₃ = 2√3 p₂p₃

and, for the pairs (3,1) and (1,2), M₄, T₄ and M₅, T₅ in the same way. Using J₁² + J₂² = 15/4 − J₃²,

Σ_c p_c²J_c² = 5p²/4 + ½(M₁T₁ + M₂T₂).

The 5p²/4 cancels the extra 5γ2p²/4 in H_L. The γ3 terms follow from M₃T₃ = 2p₂p₃{J₂,J₃}. Thus

H_L = γ1p²/2 − (γ2/2)(M₁T₁ + M₂T₂) − (γ3/2)(M₃T₃ + M₄T₄ + M₅T₅).

In the J₃ basis (3/2, 1/2, −1/2, −3/2), M₁ = diag(1,−1,−1,1). M₂ has elements 1 between states differing by two units. M₄ has elements 1 between 3/2 and 1/2, and −1 between −1/2 and −3/2. M₅ and M₃ have the same patterns as M₂ and M₄, with elements ±i. Multiplication shows that each matrix squares to 1 and that different ones anticommute.

The γ3 sum keeps its form if M₃, M₄, M₅ and T₃, T₄, T₅ undergo the same orthogonal rotation. Choose the first new direction as (1,1,1)/√3:

(T₃ + T₄ + T₅)/√3 = (p₁ + p₂ + p₃)² − p² = 3p_z² − p² = T,
(M₃ + M₄ + M₅)/√3 = [(J₁ + J₂ + J₃)² − J²]/3 = J_z² − 5/4 = τ.

Here τ = +1 for J_z = ±3/2 and τ = −1 for J_z = ±1/2. The coefficient of T in W is therefore

w = d/6 − γ3τ/2.

The four remaining spin matrices anticommute with τ, so they connect τ = +1 only with τ = −1.

**Second order**

The five quadrupoles create mutually orthogonal d waves of equal norm from the 1s state. Cross terms between them vanish. The effective energy operator in the quartet is S times the sum of the squared coefficients:

E₂ = S[(d/6 − γ3τ/2)² + (2γ3² + 2γ2²)/4]
= S[d²/36 + (2γ2² + 3γ3²)/4 − dγ3τ/6].

Here S = −⟨T(H₀ − E₀)⁻¹T⟩. In the units of H₀, T² brings 1/(εA)⁴ and the inverse energy brings ε²A, so S = s/(ε²A³) with s a pure number.

To find s, use ψ₀ = e⁻ʳ/√π. For a spherical function f,

∂_i∂_j f = δ_ij f′/r + (x_i x_j/r²)(f″ − f′/r).

It follows that

Tψ₀ = −(2/√π)P₂(cosθ)q(r), q = (1 + 1/r)e⁻ʳ.

The squared angular factor integrates to (4/π)(4π/5) = 16/5. Expand the radial response in

R_n = r²e⁻ʳL_{n−3}^{(5)}(2r), n = 3, 4, …

R_n is the hydrogenic d function of principal number n for nuclear charge n, so its energy is −½. With h = p²/2 − 1/r this gives

(h + ½)R_n = [(n − 1)/r]R_n.

These functions are orthogonal with weight 1/r. Their norms are

N_n = ∫r R_n² dr = (n + 2)!/[64(n − 3)!].

For the overlap with q, put x = 2r. The Laguerre generating function gives

Σ_k tᵏ∫x^b e⁻ˣL_k^{(5)}(x)dx = b!(1 − t)^{b−5}.

The integral is 24 for b = 4 and 6(k + 1) for b = 3. With k = n − 3,

M_n = ∫r²R_n q dr = 24/32 + 6(n − 2)/16 = 3n/8.

Therefore

s = −(16/5) Σ M_n²/[(n − 1)N_n]
= −(144/5) Σ_{n≥3} n/[(n − 2)(n − 1)²(n + 1)(n + 2)].

The summand separates into

1/[6(n − 2)] − 7/[36(n − 1)] − 1/[6(n − 1)²] + 1/[12(n + 1)] − 1/[18(n + 2)].

The coefficients of the simple fractions add to zero, so their divergent harmonic sums cancel. The missing initial terms are 0, 1, 11/6 and 25/12, respectively. The sum is

7/36 − 11/72 + 25/216 − (π²/6 − 1)/6 = 35/108 − π²/36,

and hence

s = 4π²/5 − 28/3 = −1.43765.

A separate finite-difference solution of the radial equation tests this constant. The splitting, defined as the energy of the ±1/2 level minus that of the ±3/2 level, is

Δ₂ = dγ3s/(3ε²A³).

In germanium d and s are both negative, so Δ₂ > 0 and J_z = ±3/2 is deeper. The arithmetic is

Δ₂ = (−11.570)(5.7)(−1.43765)/(3 × 21.738²) × 5.278 meV = 0.353 meV.

The common shift is −0.593 meV. The second-order binding energies are 3.41 and 3.06 meV.

For a valley lighter along its axis than across it, d > 0 and the order reverses at weak coupling. Diagonalization with both anisotropies reduced to 3% tests the splitting for either sign of d, and the common shift as well.

**Why second order is not enough**

Keep J_z fixed for the moment, dropping the four matrices that change τ. The kinetic energy becomes ½[A_t(p² − p_z²) + A_z p_z²], with

A_t = 1/m_t + γ1 + τγ3,
A_z = 1/m_l + γ1 − 2τγ3.

For τ = +1 these are 31.30 and 2.63: electron and hole are both heavy along z, and their anisotropies reinforce each other. For τ = −1 they are 19.90 and 25.43: the anisotropies oppose and partly cancel. A twelvefold ratio of inverse masses is not a weak perturbation.

A trial envelope that can flatten is exp(−σ), with σ² = (x² + y²)/a² + z²/b² and β = b/a. In stretched coordinates each squared momentum component averages to 1/3, so the kinetic energy is t/a² with

t = (2A_t + A_z/β²)/6.

Also ⟨1/σ⟩ = 1. With c the cosine of the polar angle in stretched coordinates, the Coulomb energy is −v/(εa), where

v = ∫₀¹dc/√[1 − (1 − β²)c²] = arcsin√(1 − β²)/√(1 − β²).

For β > 1 the last form becomes arsinh√(β² − 1)/√(β² − 1). Minimizing t/a² − v/(εa) over a gives 1/a = v/(2tε) and

E = −v²/(4tε²).

A numerical search over β finishes the minimization. For τ = +1, β = 0.419 gives t = 12.92 and v = 1.254. Since 1/ε² = 5.278 × 21.738 = 114.7 meV, the binding energy is

1.254²/(4 × 12.92) × 114.7 meV = 3.49 meV.

For τ = −1, β = 1.09 and the binding is 2.65 meV. The difference is 0.84 meV, more than twice Δ₂. Larger bases for the same fixed-J_z model give about 0.85 meV, so the trial function is not the main limitation. The omitted spin mixing is.

**The full solution**

Now restore all of W. A rotation by 120° about z, acting on space and spin, leaves H unchanged. It conserves m + J_z modulo 3, where m is the orbital quantum number. The s waves with J_z = ±3/2 share one class, while J_z = 1/2 and −1/2 belong to two others. The two levels therefore do not mix, and each can be found as the lowest energy of its class. The fixed-J_z trial energies are upper bounds to these energies; their difference is not a bound on the splitting.

Expand each spin component in functions r^l exp(−αr²)Y_lm with even l, since inversion is a symmetry. The momentum-space radial function is

k^l exp(−k²/4α)/(2α)^{l+3/2},

apart from a phase that can be absorbed in the basis. The kinetic matrix is thus an angular integral of the 4×4 kinetic form times a radial integral of k⁴. For exponents α and α′, the latter is

½Γ(g)/(1/4α + 1/4α′)^g / [(2α)^{l+3/2}(2α′)^{l′+3/2}], g = (l + l′ + 5)/2.

It connects l with l and l ± 2. Overlap and attraction are diagonal in l and m, with radial integrals

½Γ(l + 3/2)/(α + α′)^{l+3/2} and −½Γ(l + 1)/(α + α′)^{l+1}

in the units of H₀. Thirteen exponents per l, starting at 0.02 and growing by factors of 2.3, give the following energies in meV:

largest l: binding ±3/2, binding ±1/2, splitting
0: 2.639, 2.639, 0.000
2: 3.920, 3.129, 0.792
4: 4.187, 3.170, 1.016
6: 4.240, 3.175, 1.064
8: 4.250, 3.176, 1.073
10: 4.251, 3.176, 1.075

The first row is the tempting answer: an s-wave basis cannot respond to the quadrupoles. The last increase of l changes the splitting by less than 0.002 meV. Within this model,

Δ ≈ 1.08 meV (the last row, 1.075 meV, is 3.95 × 10⁻⁵ hartree),

with binding energies 4.25 meV for J_z = ±3/2 and 3.18 meV for J_z = ±1/2. These J_z labels name the s-wave part; the full states contain other spin components. The s-wave weights are 0.75 and 0.91, so a quarter of the deeper state lies in waves with l ≥ 2, which the spherical envelope assumed at first leaves out.

Spin mixing adds about 0.75 meV to the binding of the deeper level and 0.52 meV to that of the other, relative to the fixed-J_z model. At second order the four mixing terms would add the same amount to both, |S|(γ2² + γ3²)/2 = 0.40 meV. The unequal gain is therefore an effect beyond second order.

**How far the number can be trusted**

Convergence in l is not the main uncertainty. Raising γ3 by 5% raises Δ by about 0.2 meV, nearly a fifth of its value. At fixed masses and Luttinger parameters every energy scales as 1/ε², so a 1% increase in ε lowers Δ by about 2%. The rounded inputs thus support a splitting near 1 meV, not a prediction to the third digit.

For the deeper state, the trial envelope has a = 2tε/v = 16.8 nm across the valley axis but only b = βa = 7.0 nm along it. Even the shorter length is many times the distance between atoms. This favours a slowly varying envelope and a dielectric constant independent of wavelength, but does not determine the omitted short-range terms. The model fails if those terms or exchange become comparable with 1 meV, or if the split-off band lies close enough to mix appreciably.

Calculated quantities

```
Inputs (rounded germanium parameters)
m_l = 1.6, m_t = 0.082 electron masses; eps = 15.4
Luttinger g1, g2, g3 = 13.4, 4.2, 5.7
inverse masses 1/m_l, 1/m_t = 0.6250, 12.1951
valley anisotropy d = -11.5701; mean inverse mass A = 21.7384
effective radius eps*A = 334.77 bohr = 17.72 nm
energy unit 1/(eps^2 A) = 5.2781 meV
isotropic binding, exact half unit = 2.6391 meV
isotropic binding, Gaussian basis = 2.6391 meV
Second order
s closed, series, radial = -1.437650, -1.437650, -1.437651
common shift = -0.5926 meV
splitting = 0.3530 meV
binding 3/2, 1/2 = 3.4082, 3.0552 meV
Fixed-J_z ellipsoids
3/2: A_t = 31.2951, A_z = 2.6250, b/a = 0.4194
3/2: binding trial, harmonics, Gaussians = 3.4893, 3.5017, 3.5029 meV
1/2: A_t = 19.8951, A_z = 25.4250, b/a = 1.0918
1/2: binding trial, harmonics, Gaussians = 2.6521, 2.6522, 2.6522 meV
splitting, trial = 0.8371 meV
splitting, harmonics = 0.8495 meV
Full solution: largest l, binding 3/2, binding 1/2, splitting (meV)
 0  2.6391  2.6391  0.0000
 2  3.9203  3.1288  0.7915
 4  4.1865  3.1700  1.0164
 6  4.2396  3.1754  1.0642
 8  4.2496  3.1762  1.0733
10  4.2514  3.1763  1.0750
s-wave weights 3/2, 1/2 = 0.7517, 0.9094
final splitting = 1.075 meV = 3.951e-05 hartree
final binding 3/2, 1/2 = 1.562e-04, 1.167e-04 hartree
change of splitting for g3 + 5% (l up to 6) = +0.1878 meV
splitting without valley anisotropy = 3.4e-12 meV
splitting without hole anisotropy = 1.0e-13 meV
```
